# Lorentzian power spectrum of an edge with exponential correlation, part 2

The edge of a printed line runs along $y$ and has displacement $\delta(y)$ from its mean straight line. The problem is how a finite segment length $W$ and a sampling spacing $\Delta$ alter the measured spectrum. Angle brackets average over many edges. The edge is stationary, with zero mean, variance $\sigma^2$ and correlation $C(x)=\langle \delta(y)\,\delta(y+x)\rangle$. The model is $C(x)=\sigma^2e^{-|x|/L}$, with correlation length $L$. Lengths are in nm, frequency $f$ in $\mathrm{nm^{-1}}$ and the spectrum $S$ in $\mathrm{nm^3}$; $k=2\pi f$. The two-sided spectrum satisfies

$$
S(f)=\int_{-\infty}^{\infty}C(x)\,e^{-ikx}\,dx,
\qquad
C(x)=\int_{-\infty}^{\infty}S(f)\,e^{ikx}\,df .
$$

For the model,

$$
S=\frac{2\sigma^2L}{1+k^2L^2},
$$

with the corner at $f_c=1/(2\pi L)$. For a general correlation with a cusp, the tail is $-2C'(0^+)/k^2$, where $C'(0^+)$ is the slope just right of $x=0$. The "other cusp" in the computed numbers is $\sigma^2e^{-|x|/L}/(1+|x|/L)$.

The plateau $P=S(0)=2\sigma^2L$ and the tail coefficient $A=\lim_{k\to\infty}k^2S=2\sigma^2/L$ give

$$
L=\sqrt{\frac PA},\qquad \sigma^2=\frac{\sqrt{PA}}{2}.
$$

The periodogram of a segment and its mean are

$$
P_W(k)=\frac1W\left|\int_0^W\delta(y)\,e^{-iky}\,dy\right|^2 ,
$$

$$
\langle P_W\rangle=\int_{-W}^{W}\left(1-\frac{|x|}{W}\right)C(x)\,e^{-ikx}\,dx .
$$

The example has $\sigma=1.5$ nm, $L=20$ nm, $W=400$ nm and $\Delta=2$ nm.

For a continuous trace of the model edge, at the natural frequencies $f=n/W$ with integer $n$, the mean periodogram is

$$
\langle P_W\rangle=S\left[1-\varepsilon\,\frac{1-k^2L^2}{1+k^2L^2}\right],
\qquad
\varepsilon=\frac LW\left(1-e^{-W/L}\right).
$$

The error relative to $S$ changes sign at the corner frequency. Below it the periodogram is too low on average, by at most the fraction $\varepsilon$; above it the periodogram is too high, by a fraction that approaches $\varepsilon$. In the example $\varepsilon$ is $20/400=0.05$ to the digits of interest. The ratio $\langle P_W\rangle/S$ is $0.950$ at $n=0$, $0.959$ at $n=1$, $0.997$ at $n=3$, $1.041$ at $n=10$ and $1.049$ at $n=40$. The value at $n=3$ is close to one because its frequency, $0.0075\ \mathrm{nm^{-1}}$, lies just below the corner at $0.00796\ \mathrm{nm^{-1}}$.

Suppose now that the mean line is estimated from the segment itself and subtracted. At the frequencies $n/W$ with $n\neq0$ this makes no difference, since a constant $m$ contributes

$$
m\int_0^We^{-2\pi iny/W}\,dy=0 .
$$

At $n=0$ the subtraction sets the periodogram to zero, and the plateau must be read from the lowest nonzero frequencies. This argument covers the subtraction of a constant. It does not cover the subtraction of a fitted slope.

The excess in the tail has a definite origin. At $f=n/W$ the factor $e^{-ikx}$ is unchanged when $x$ is shifted by $W$. The part of the periodogram integral with $x<0$ can therefore be moved to positive separations by writing $x=x'-W$. Its weight $1-|x|/W$ becomes $x'/W$, and its correlation becomes $C(W-x')$. Dropping the prime,

$$
\langle P_W\rangle=\int_0^WG(x)\,e^{-ikx}\,dx,
\qquad
G(x)=\left(1-\frac xW\right)C(x)+\frac xW\,C(W-x).
$$

The function $G$ is unchanged under $x\to W-x$. It is the correlation of a segment whose ends have been joined to form a ring. By this symmetry the imaginary part of the integral vanishes, and the slope at the far end is $G'(W^-)=-G'(0^+)$. Two integrations by parts, with $\sin kx=0$ and $\cos kx=1$ at both ends, give

$$
\langle P_W\rangle=\frac{G'(W^-)-G'(0^+)}{k^2}-\frac1{k^2}\int_0^WG''\cos kx\,dx
\simeq-\frac{2G'(0^+)}{k^2}.
$$

The remaining integral tends to zero at large $k$. Differentiating $G$ at the origin gives

$$
G'(0^+)=C'(0^+)-\frac{C(0)-C(W)}{W}
=C'(0^+)-\frac{\langle[\delta(W)-\delta(0)]^2\rangle}{2W}.
$$

The second term strengthens the cusp. It comes from the mismatch between the two ends of the segment, which appears as a jump when they are joined. For the exponential correlation,

$$
-\frac{2G'(0^+)}{k^2}=\frac{2\sigma^2}{Lk^2}\left[1+\frac LW\left(1-e^{-W/L}\right)\right]
=\frac{2\sigma^2}{Lk^2}\,(1+\varepsilon),
$$

in agreement with the high-frequency limit of the full formula. The jump adds a tail of the same power as the true one, so the exponent is unaffected and the amplitude is raised.

The same result contains a warning about inferring the correlation from the tail. The rounded correlation $\sigma^2(1+|x|/L)e^{-|x|/L}$ has $C'(0^+)=0$, and its true spectrum falls as $4\sigma^2/(L^3k^4)$. Its end mismatch is nevertheless finite. For $W\gg L$ the mismatch adds a tail close to $2\sigma^2/(Wk^2)$. The two terms are equal when

$$
\frac{4\sigma^2}{L^3k^4}=\frac{2\sigma^2}{Wk^2},
\qquad\text{that is,}\qquad k^2L^2=\frac{2W}{L}.
$$

With $W/L=20$ this gives $kL=\sqrt{40}\simeq6.3$. Well above about six times the corner frequency, the mean periodogram of such a segment falls as the inverse square although the spectrum of the edge does not. An inverse-square tail whose amplitude clearly exceeds that of the end mismatch cannot be explained by the mismatch alone. Even then, a tail observed over a finite band shows only that the correlation looks cusped at the separations resolved, which are of order $1/k$. Rounding at much shorter separations would go unnoticed. Since the mismatch contribution is proportional to $1/W$ for long segments, a comparison of different segment lengths can separate the two.

The biases also affect the parameters read from the limits. For $W\gg L$ the low-frequency value is reduced by the factor $1-\varepsilon$ and the tail coefficient is raised by $1+\varepsilon$. The length inferred from them is

$$
L_{\rm read}=L\sqrt{\frac{1-\varepsilon}{1+\varepsilon}}\simeq L(1-\varepsilon).
$$

In the inferred variance the two factors multiply to $1-\varepsilon^2$ under the square root, so the first-order errors cancel. With $\varepsilon=0.05$ the length comes out as $20\sqrt{0.95/1.05}=19.0$ nm, while the variance is low by about 0.1%. These figures describe averages over many segments and continuous traces, with the low-frequency value taken at $n=0$ and the mean line known independently. If the plateau is instead read at $n=1$, the spectrum itself has already fallen below $S(0)$ by the fraction $k^2L^2/(1+k^2L^2)$, which is 9% in the example. This lowers both inferred parameters further, and the cancellation in the variance is lost.

The zero-frequency periodogram has a meaning of its own. The mean position of a segment is $m=W^{-1}\int_0^W\delta\,dy$, and the definition of $P_W$ gives $\langle m^2\rangle=\langle P_W(0)\rangle/W$. Hence

$$
\langle m^2\rangle=\frac{2\sigma^2L}{W}\left[1-\frac LW\left(1-e^{-W/L}\right)\right].
$$

For $W\gg L$ this tends to $\sigma^2/(W/2L)$, the variance of an average over $W/(2L)$ independent values. The plateau therefore describes an edge that, on long scales, behaves like a row of independent patches of length $2L$. For $W\ll L$, put $w=W/L$ and expand the exponential:

$$
1-\frac{1-e^{-w}}{w}\simeq\frac w2-\frac{w^2}{6},
\qquad
\langle m^2\rangle\simeq\sigma^2\left(1-\frac{W}{3L}\right).
$$

A very short segment moves almost as a whole, with nearly the full variance. In the example the mean periodogram at zero frequency is $85.5\ \mathrm{nm^3}$, so the standard deviation of the segment mean is $\sqrt{85.5/400}=0.462$ nm.

The variance that remains inside the segment, measured about its own mean, follows by expanding the square:

$$
\left\langle\frac1W\int_0^W(\delta-m)^2\,dy\right\rangle
=\sigma^2-2\langle m^2\rangle+\langle m^2\rangle=\sigma^2-\langle m^2\rangle .
$$

Here it is $2.25-0.214=2.04\ \mathrm{nm^2}$, corresponding to a roughness of 1.43 nm instead of 1.5 nm. The missing variance appears as displacement of one segment relative to another. If a line has two statistically independent edges of this kind, its mean width is the difference of two edge means. The variances add, and the width averaged over 400 nm has a standard deviation of $0.462\sqrt2=0.65$ nm.

Now consider sampling. Suppose that a very long edge is known at the points $y_j=j\Delta$. The periodogram of $N$ samples is $(\Delta/N)\,|\sum_j\delta(y_j)e^{-iky_j}|^2$. Of the pairs in this sum, $N-|m|$ have the separation $m\Delta$. Averaging and letting $N\to\infty$ gives

$$
S_\Delta=\Delta\sum_{m=-\infty}^{\infty}C(m\Delta)\,e^{-ikm\Delta}.
$$

Let $a=e^{-\Delta/L}$ and $\theta=k\Delta$. Each side of the sum is a geometric series, and the two sides are complex conjugates:

$$
\sum_{m=-\infty}^{\infty}a^{|m|}e^{-im\theta}
=1+2\,\mathrm{Re}\,\frac{ae^{-i\theta}}{1-ae^{-i\theta}}
=\mathrm{Re}\,\frac{1+ae^{-i\theta}}{1-ae^{-i\theta}} .
$$

Multiplying numerator and denominator by $1-ae^{i\theta}$ makes the denominator $1-2a\cos\theta+a^2$. The numerator becomes $1-a^2$ plus an imaginary term. Dividing both by $2a$ and using $(a^{-1}\mp a)/2=\sinh(\Delta/L)$ and $\cosh(\Delta/L)$, for the upper and lower sign respectively, gives

$$
S_\Delta=\sigma^2\Delta\,\frac{\sinh(\Delta/L)}{\cosh(\Delta/L)-\cos k\Delta}.
$$

This spectrum repeats with period $1/\Delta$ in $f$. Its relation to $S$ follows from the inversion formula at $x=m\Delta$. Divide the frequency axis into intervals of length $1/\Delta$ and write $f=f'+j/\Delta$. The factor $e^{2\pi ifm\Delta}$ is then the same in every interval, because $mj$ is an integer, and

$$
C(m\Delta)=\int_{-1/(2\Delta)}^{1/(2\Delta)}\left[\sum_{j=-\infty}^{\infty}S\!\left(f'+\frac j\Delta\right)\right]e^{2\pi if'm\Delta}\,df' .
$$

The bracket is a periodic function whose Fourier coefficients are $\Delta\,C(m\Delta)$. Its Fourier series is the sum that defines $S_\Delta$, so

$$
S_\Delta(f)=\sum_{j=-\infty}^{\infty}S\!\left(f+\frac j\Delta\right).
$$

Power above the Nyquist frequency $1/(2\Delta)$ is folded back below it. No variance is lost: the previous equation at $m=0$ shows that $S_\Delta$, integrated over one period, still gives $\sigma^2$. Point sampling differs in this respect from a filter, which removes the high-frequency part.

The effect is largest, relative to $S$, in the tail. For $\Delta\ll L$ and $kL\gg1$, replace $\sinh(\Delta/L)$ by $\Delta/L$ and $\cosh(\Delta/L)$ by one, and use $1-\cos k\Delta=2\sin^2(k\Delta/2)$:

$$
S_\Delta\simeq\frac{\sigma^2\Delta^2}{2L\sin^2(k\Delta/2)},
\qquad
\frac{S_\Delta}{S}\simeq\left[\frac{k\Delta/2}{\sin(k\Delta/2)}\right]^2 .
$$

At the Nyquist frequency $k\Delta/2=\pi/2$, and the ratio is $\pi^2/4=2.467$. At half that frequency it is $(\pi/4)^2/\tfrac12=1.234$. The example, with $\Delta/L=0.1$, gives $2.468$ and $1.235$ from the full expressions. At the Nyquist frequency of $0.25\ \mathrm{nm^{-1}}$ the true spectrum is $0.0911\ \mathrm{nm^3}$ and the sampled one is $0.2248\ \mathrm{nm^3}$. These ratios hold for ideal point samples. If each recorded position is instead an average over a cell of length $\Delta$, as for an image pixel, $S$ is multiplied by $[\sin(k\Delta/2)/(k\Delta/2)]^2$ before it is folded, and in the same limit the ratio at the Nyquist frequency becomes $\pi^2/12=0.82$, below one.

With $z=k\Delta/2$, the logarithmic slope of the sampled tail is $-2z\cot z$. In this limit it is close to $-2$ for small $z$, has the value $-\pi/2=-1.57$ at half the Nyquist frequency, and reaches zero at the Nyquist frequency. Small $z$ and $kL\gg1$ must hold together. For $\Delta/L=0.1$ the full expression has the slope $-k\Delta\sin k\Delta/[\cosh(\Delta/L)-\cos k\Delta]$, which is never steeper than about $-1.89$ and equals $-1.56$ at half the Nyquist frequency. The sampled spectrum therefore levels off even though the true one continues to fall.

Measurement noise can produce a similar levelling. Suppose that each sampled position carries an independent error of zero mean and variance $s^2$, unrelated to the edge. The error adds $s^2$ to the correlation at $m=0$ and nothing at other separations, so it adds the constant $s^2\Delta$ to $S_\Delta$. In the example this constant equals the true spectrum at the Nyquist frequency when $s=\sqrt{0.0911/2}=0.21$ nm. For point samples whose error $s$ does not change with the spacing, as when points of one trace are skipped, the two effects can be told apart by their dependence on spacing. At a fixed frequency far below the Nyquist frequency, the expansion $(z/\sin z)^2\simeq1+z^2/3$ shows that the folded excess is proportional to $\Delta^2$, whereas the noise floor is proportional to $\Delta$. If a larger spacing is obtained by averaging neighbouring points, $s^2$ falls as $1/\Delta$, the noise floor does not change, and the point-sampling formula no longer applies.

The finite-length formula assumes a continuous trace, and the sampling formula assumes a very long one. When both $L/W$ and $\Delta/L$ matter, the mean periodogram should be calculated from the finite sum over sampled pairs, in which the separation $m\Delta$ carries the weight $1-|m|/N$. The values quoted for the example either appear in the check's output or follow from it and from the formulas above by short arithmetic.

## Numbers as computed

```
edge standard deviation sigma = 1.50 nm
correlation length L = 20.0 nm
line length W = 400.0 nm
sampling spacing D = 2.0 nm
plateau S(0) = 90.000 nm^3
corner frequency = 0.007958 1/nm = 7.958 1/um
f =  0.1 f_corner = 0.000796 1/nm: S = 89.1089 nm^3, log slope = -0.0198
f =  1.0 f_corner = 0.007958 1/nm: S = 45.0000 nm^3, log slope = -1.0000
f = 10.0 f_corner = 0.079577 1/nm: S = 0.8911 nm^3, log slope = -1.9802
tail law at 10 f_corner = 0.9000 nm^3
k^2 S / (-2 C'(0+)) at 100 f_corner, exponential = 0.99991
k^2 S / (-2 C'(0+)) at 100 f_corner, other cusp = 0.99921
log slope at 100 f_corner, exponential = -1.9998
log slope at 100 f_corner, rounded = -3.9996
variance share below 1 f_corner = 0.5000
variance share below 10 f_corner = 0.9365
total variance from spectrum = 2.2500 nm^2
correlation at x = L from spectrum = 0.8277 nm^2
tail coefficient k^2 S at 100 f_corner = 0.22498 nm
L read from the two limits = 20.001 nm
sigma read from the two limits = 1.5000 nm
finite line n =  0, f = 0.0000 1/nm: mean periodogram = 85.5000 nm^3, ratio to S = 0.9500
finite line n =  1, f = 0.0025 1/nm: mean periodogram = 78.5554 nm^3, ratio to S = 0.9590
finite line n =  3, f = 0.0075 1/nm: mean periodogram = 47.5218 nm^3, ratio to S = 0.9970
finite line n = 10, f = 0.0250 1/nm: mean periodogram = 8.6178 nm^3, ratio to S = 1.0408
finite line n = 40, f = 0.1000 1/nm: mean periodogram = 0.5943 nm^3, ratio to S = 1.0494
standard deviation of the segment mean = 0.4623 nm
Nyquist frequency = 0.2500 1/nm
at 0.5 Nyquist: S = 0.36328 nm^3, sampled = 0.44851 nm^3, ratio = 1.2346
at 1.0 Nyquist: S = 0.09110 nm^3, sampled = 0.22481 nm^3, ratio = 2.4678
limit of the Nyquist ratio for D << L = 2.4674
```
